Extrapolating Precursor Vapour Pressure with a Centred Weighted Fit

Suppose a precursor's vapour pressure has been measured between 335 and 375 K, and its pressure is needed in an ampoule at 320 K. A straight line through ln p against 1/T gives an intercept, a slope and a standard error for each. If these two errors are combined as though they were independent, the example worked below gives a standard error of 0.168 in ln p at 320 K. The correct value for the same fit and the same readings is 0.0138. The data are not at fault: the intercept belongs to 1/T = 0, far outside the measurements, and its error is almost completely tied to that of the slope.

The cure is to measure 1/T from its weighted mean. The line stays the same, but its two coefficients then have uncorrelated errors, and the uncertainty at any other temperature follows from a sum of two squares.

**Three points by hand**

Take a dimensionless variable x that stands for a scaled reciprocal temperature, and let y stand for the logarithm of pressure. Three readings have

x = 1, 2, 4
y = 3, 2, −3
w = 2, 1, 1

Each weight w is the reciprocal of the variance of y. The total weight is W = 4, and the weighted mean of x is

xc = (2×1 + 1×2 + 1×4)/4 = 2.

The distances d = x − xc are −1, 0 and 2. Their weighted sum is −2 + 0 + 2 = 0, and their weighted sum of squares is S = 2 + 0 + 4 = 6.

Write the line as y = a + b(x − xc). The weighted mean of y gives a, and the weighted products of d and y give b:

a = (6 + 2 − 3)/4 = 5/4
b = [2(−1)(3) + 0 + (2)(−3)]/6 = −2.

The general derivation below justifies these formulas and gives Var a = 1/W = 1/4, Var b = 1/S = 1/6 and zero covariance. At x* = 5, which is 3 units from the centre,

y* = 5/4 − 2×3 = −19/4
Var y* = 1/4 + 3²/6 = 7/4.

Now use the intercept at x = 0, A = a − 2b. Its variance is 1/4 + 4/6 = 11/12, and its covariance with b is −2 Var b = −1/3. Since y* = A + 5b,

Var y* = 11/12 + 25/6 + 2×5×(−1/3) = 7/4.

The answer is the same, but it is reached by cancellation. Without the covariance the result would be 61/12, nearly three times too large.

**From pressure readings to a weighted line**

The Clapeyron equation is dp/dT = ΔH/(TΔV), with ΔH the molar enthalpy of vaporization and ΔV the molar volume change. Neglect the liquid volume and treat the vapour as ideal, so that ΔV = RT/p. Then

d ln p/dT = ΔH/(RT²).

With x = 1/T, dx = −dT/T², and therefore

d ln p/dx = −ΔH/R.

If ΔH is constant and no phase change intervenes, y = ln(p/1 Torr) is a straight line in x, and its slope b gives ΔH = −Rb.

A small pressure error δp changes y by δp/p. For a gauge with an independent relative error r and an absolute error z at each reading, the standard error s of y obeys

s² = r² + (z/p)², w = 1/s².

The absolute part makes cold readings less certain in the logarithm. Temperatures are treated as known for the moment.

**Why the centre removes the correlation**

For n readings define

W = Σw_i
xc = Σw_i x_i/W
d_i = x_i − xc
S = Σw_i d_i².

The definition of xc gives Σw_i d_i = Σw_i x_i − W xc = 0. Minimize

Q = Σw_i(y_i − a − b d_i)².

Setting its derivatives with respect to a and b to zero gives

Σw_i y_i − aW − bΣw_i d_i = 0
Σw_i d_i y_i − aΣw_i d_i − bS = 0.

The terms in Σw_i d_i vanish, so the equations separate:

a = Σw_i y_i/W
b = Σw_i d_i y_i/S.

At least two different temperatures are needed, since otherwise S = 0. For independent errors with fixed weights, Var y_i = 1/w_i. Hence

Var a = Σ(w_i/W)²/w_i = 1/W
Var b = Σ(w_i d_i/S)²/w_i = 1/S
Cov(a,b) = Σ(w_i/W)(w_i d_i/S)/w_i = Σw_i d_i/(WS) = 0.

Zero covariance does not by itself mean independence. If the errors of y are jointly normal, a and b are also independent.

At another reference point xr, the line's height is a_r = a + b(xr − xc), so

Cov(a_r,b) = (xr − xc)/S.

This vanishes only at xr = xc. For the usual intercept, xr = 0, divide the covariance −xc/S by the two standard errors:

correlation = (−xc/S)/√[(1/W + xc²/S)/S] = −xc/√(xc² + S/W).

The quantity √(S/W) is the weighted spread of x. When it is small beside xc, the correlation is close to −1.

**Prediction and its uncertainty**

At ampoule temperature T*, let x* = 1/T* and D = x* − xc. Then

y* = a + bD
u²(y*) = 1/W + D²/S
p* = exp(y*) Torr.

The first variance term is the uncertainty of the line's height at its centre; the second is the uncertainty of its tilt. At the centre only the first remains. Far away, u(y*) approaches |D|/√S. For normal errors a 95% interval for ln p is y* ± 1.96u(y*), so for pressure it runs from p* exp(−1.96u) to p* exp(1.96u).

The ampoule temperature has its own uncertainty u(T*). A small temperature error δT changes x by −δT/T*² and therefore ln p by −b δT/T*². If this error is independent of the fit, then to leading order

u²_total = 1/W + D²/S + (b/T*²)²u²(T*).

**Choosing the weights**

The weights need pressures. Taking these from the noisy readings ties each weight to its own reading's error. To see the effect, raise one weight by a small ε while keeping the old centre as origin. Let r_i be that reading's residual, observed minus fitted. The two minimum conditions shift to

εr_i − W δa = 0
εd_i r_i − S δb = 0,

so the prediction changes by

δy* = εr_i(1/W + D d_i/S).

For an extrapolation to low temperature the bracket is positive at the cold readings. A reading that is too high has r_i > 0 and, if it sets its own weight, also ε > 0; one that is too low has both negative. Either way the prediction rises. At hot readings the bracket can be negative, but z/p is small there and the weight hardly depends on the reading.

The procedure is therefore:

1. Fit with equal weights.
2. Compute s from the fitted pressures and form new weights.
3. Recalculate xc and refit, repeating until the prediction settles.
4. Use the final W, S and xc in the variance formula.

This treats the final weights as fixed, which is justified when the errors are small.

**A model-precursor example**

The model liquid has p = 1 Torr at 350 K and ΔH = 65 kJ/mol. The gauge has r = 1.0% and z = 0.005 Torr. Nine readings were simulated by displacing the model pressure by chosen multiples of its standard error, then rounding to 0.001 Torr. They are not measurements. The last column is explained further on.

T (K) | p (Torr) | displacement | s | l
335 | 0.372 | +0.6 | 0.0169 | +0.405
340 | 0.511 | −1.1 | 0.0139 | +0.477
345 | 0.726 | +0.3 | 0.0122 | +0.469
350 | 1.013 | +1.2 | 0.0112 | +0.379
355 | 1.359 | −0.7 | 0.0106 | +0.230
360 | 1.852 | −0.4 | 0.0104 | +0.049
365 | 2.527 | +0.9 | 0.0102 | −0.143
370 | 3.311 | −1.0 | 0.0101 | −0.337
375 | 4.442 | +0.2 | 0.0101 | −0.529

The iterated fit gives W = 70902, S = 6.238×10⁻⁴ K⁻² and xc = 0.00279439 K⁻¹, equivalent to 357.9 K. Its coefficients are

a = 0.4904 ± 0.0038
b = −7807.5 ± 40.0 K.

The slope corresponds to ΔH = 64.9 ± 0.3 kJ/mol. At 320 K, x* = 0.00312500 K⁻¹ and D = 3.306×10⁻⁴ K⁻¹, so

y* = 0.4904 − 7807.5×3.306×10⁻⁴ = −2.091
u(y*) = √(0.003756² + 0.013237²) = 0.01376.

The tilt dominates because the ampoule lies about 3.5 weighted spreads from the centre. The predicted pressure is 0.1236 Torr, or 16.5 Pa, with a 95% interval from 0.1203 to 0.1270 Torr. The model used to make the readings gives 0.1232 Torr.

The same line has intercept 22.31 ± 0.11 at 1/T = 0, with correlation −0.9994 to the slope. Dropping that correlation gives

√[0.1119² + (0.003125×40.04)²] = 0.168,

about twelve times the correct standard error.

If the ampoule temperature is uncertain by 0.5 K, it contributes 7807.5×0.5/320² = 0.0381 to u(ln p). The total is √(0.01376² + 0.0381²) = 0.0405, and the 95% interval widens to 0.114–0.134 Torr. For these numbers, better knowledge of the ampoule temperature would help more than further pressure readings.

The effect of the weighting choice can be found by drawing 20000 sets of readings from the model with normal gauge errors and fitting each set both ways. Weights taken from the readings raise the mean predicted ln p by 0.00023 relative to weights from fitted pressures. That is small here, under 2% of u(y*). It is the difference between the two methods, not the whole bias of either. Taking the logarithm of a noisy pressure lowers its mean by about s²/2, which lowers the prediction by about 0.00013 with either choice. In this example, then, the two choices end with biases of similar size and opposite sign.

**When the error scale is unknown**

Sometimes the relative weights are trusted but their common scale is not. The residuals can supply it. Let e_i be the true errors, and δa and δb the errors of the fitted coefficients. Then e_i = δa + δb d_i + r_i. On squaring and summing with weights, the cross terms vanish by the centring and the two minimum conditions:

Σw_i e_i² = W(δa)² + S(δb)² + Σw_i r_i².

If the stated variances are right, the averages of the first three sums are n, 1 and 1. The average of χ² = Σw_i r_i² is therefore n − 2. When the scale is unknown, multiply u²(y*) by χ²/(n − 2). For normal errors the residuals are independent of a and b, and the interval uses Student's t with n − 2 degrees of freedom.

Here χ² = 5.43 for 7 degrees of freedom. The rescaled standard error is 0.01376√(5.43/7) = 0.0121, and the 95% factor is 2.365 instead of 1.960. The half-width in ln p becomes 0.0286, compared with 0.0270 when the scale is known. In the 20000 simulated sets, the rescaled interval covered the true value in 95.0% of cases with the Student factor, but in 91.1% with the normal factor.

**What the scatter cannot reveal**

The prediction is a linear combination of the readings. Substituting the formulas for a and b gives

y* = Σl_i y_i, l_i = w_i(1/W + D d_i/S).

These are the coefficients l in the table. For the three hand points they are −1/2, 1/4 and 5/4, and they return −3/2 + 1/2 − 15/4 = −19/4 as before. A small systematic error δy_i shifts the prediction by Σl_i δy_i, however small the scatter.

A gauge that reads 1% high raises the prediction by 1%, because Σl_i = 1. A constant 0.010 Torr of zero offset or residual gas raises it by 3.0%, since the cold, low-pressure readings have positive coefficients. If the thermometer used in the measurements reads 0.2 K high while the ampoule thermometer is correct, the prediction falls by 1.5%. Independent thermometer errors of 0.1 K contribute

√[Σl_i²(b×0.1 K/T_i²)²] = 0.0070

to u(ln p), to be added in quadrature.

The constant-enthalpy assumption can matter more. Let Tc = 1/xc and ΔH(T) = ΔH(Tc) + ΔCp(T − Tc), where ΔCp is the heat capacity of vapour minus liquid. Integrating ΔCp(T − Tc)/(RT²) from Tc to T adds to ln p

c(T) = (ΔCp/R)[ln(T/Tc) + Tc/T − 1].

Put v = x/xc − 1. Then Tc/T = 1 + v, and the bracket is v − ln(1 + v) = v²/2 − v³/3 + … To leading order c = q(x − xc)², with q = ΔCp/(2R xc²).

Let m2 and m3 be the weighted means of d² and d³. Fitting a line to qd² gives height qm2 and slope qm3/m2. The line's prediction minus the true curve at D is therefore

bias ≈ q(m2 + D m3/m2 − D²).

Take ΔCp = −100 J/(mol K), a rough assumed size. The estimate is +0.069 in ln p; a direct line fit to the full c(T) gives +0.064. The straight line would overpredict the pressure by 6.6%. Removing this bias from the example's prediction would give 0.116 Torr, outside the fit-only 95% interval.

A χ² check of the readings would probably not expose the problem. The weighted squares of the curve's residuals from its fitted line set the noncentral χ² distribution of Q at its minimum. From that distribution, a χ² test at the 5% level has a 19% chance of detecting this curvature. A test aimed at the coefficient of an added quadratic term does better, about 40% two-sided and about 50% one-sided, but still misses often; keeping that term in the fit raises u(y*) to about 0.042. An acceptable χ² within the measured range therefore does not validate the extrapolation. Readings nearer the ampoule temperature reduce both D and the curvature bias, provided the gauge remains accurate there. With the gauge of this example the gain is modest: its absolute error gives cold readings little weight, and adding readings at 320, 325 and 330 K lowers the bias only from 0.064 to about 0.05.

**Beside a real ampoule**

The parameters describe a model liquid, not a particular compound. Real delivery can break the assumption that the vapour is saturated at the thermometer's temperature: evaporation cools the liquid surface, and 1 K of cooling lowers the model pressure by 7.4%. Decomposition during heating can add volatile products to the measured pressure. If they add δp_i to reading i, the prediction shifts by about Σl_i δp_i/p_i, which can have either sign because the hot readings have negative coefficients. If the precursor freezes between the measured range and the ampoule temperature, the slope changes and this extrapolation fails.

Vapour non-ideality is minor at these pressures. With an assumed second virial coefficient B₂ = −0.005 m³/mol, B₂p/(RT) is −0.1% at the hottest reading. It changes the enthalpy inferred from the slope by about that fraction there, less than the fit's own uncertainty of 0.5%.
